# Localized Orbitals, the Perdew-Zunger Correction and the Uniform-Density Limit

Take electrons of one spin whose occupied plane waves fill a cube of side $q=2\pi/a$ in wavevector space, centred at the origin. Each electron has the volume $(2\pi)^3/q^3=a^3$, so the density is the constant $n=a^{-3}$. This is not the ground state of a free gas, whose occupied region is a sphere, but the quantities needed here are easy to work out for it.

The same occupied space is spanned by localized orbitals, one for each point $\mathbf R$ of a cubic lattice of spacing $a$:

$$w_{\mathbf R}(\mathbf r)=\frac{a^{3/2}}{(2\pi)^3}\int_{\rm cube}e^{i\mathbf k\cdot(\mathbf r-\mathbf R)}d^3k=a^{-3/2}\prod_{i=1}^{3}\mathrm{sinc}\frac{x_i-R_i}{a},\qquad \mathrm{sinc}\,x=\frac{\sin\pi x}{\pi x}.$$

The second form follows from $\int_{-\pi/a}^{\pi/a}e^{ikx}dk=(2\pi/a)\,\mathrm{sinc}(x/a)$. The factors $e^{-i\mathbf k\cdot\mathbf R}$ are the Fourier basis of the cube, so the $w_{\mathbf R}$ are orthonormal and complete in the occupied space. Parseval's theorem gives

$$\sum_{\mathbf R}|w_{\mathbf R}(\mathbf r)|^2=\frac{a^3}{(2\pi)^6}\left(\frac{2\pi}{a}\right)^{6}=a^{-3}.$$

The total density is perfectly flat, yet each orbital density is a lump of width about $a$. A correction computed orbital by orbital sees the lumps.

## The belief and its appeal

In Hartree atomic units, the Perdew-Zunger correction to the local spin density approximation (LSDA) is

$$\Delta E=-\sum_i\left(U[n_i]+E_{xc}[n_i,0]\right),\qquad U[n_i]=\frac12\iint\frac{n_i(\mathbf r)n_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.$$

Here $n_i$ is the density of one occupied orbital, treated as fully spin-polarized. For one electron the correction removes the spurious self-repulsion and the LSDA energy meant to cancel it. The belief is that it does nothing where LSDA is already right, namely for uniform densities and, to leading order, for slowly varying ones.

For plane waves this is true. Let $N$ electrons occupy a cubic box of side $L$. Each plane wave has $n_i=L^{-3}$, so both $U$ and the exchange energy $E_x$ scale as $1/L$:

$$U=\frac{0.94116}{L},\qquad E_x[n_i,0]=-\frac{0.93053}{L}.$$

At density 1 bohr$^{-3}$ and $N=1000$, $L=10$ bohr and the exchange-only correction per electron is $-(0.94116-0.93053)/10=-1.06\times10^{-3}$ hartree. At $N=10^6$ it is ten times smaller. Correlation per electron also vanishes as the orbital density goes to zero, though slowly: with the PW92 form included the correction per electron is $+1.3\times10^{-2}$ hartree at $N=1000$ and $+2.9\times10^{-3}$ at $N=10^6$. Nothing survives in an infinite system.

The tempting step is to pass from "the density is uniform" to "the correction vanishes". But $\Delta E$ is not a functional of the total density. A unitary rotation of the occupied orbitals leaves the density, the kinetic energy and the LSDA energy unchanged, but in general changes $\Delta E$.

## The correction for one lump

In Fourier space,

$$U=\frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|\tilde n_i(\mathbf k)|^2 .$$

The orbital has constant Fourier amplitude over a width $2\pi/a$ in each direction. The transform of its density is the autocorrelation of that flat profile, a triangle. With $\mathbf k=2\pi\mathbf s/a$, $|\tilde n_i|=\prod_i(1-|s_i|)$ for $|s_i|<1$ and zero outside. Since $d^3k/(2\pi)^3=d^3s/a^3$ and $4\pi/k^2=a^2/(\pi s^2)$,

$$U=\frac{1}{2\pi a}\int_{[-1,1]^3}\frac{\prod_i(1-|s_i|)^2}{s^2}\,d^3s=\frac{0.54130}{a}.$$

For exchange, spin scaling gives $E_x[n,0]=\tfrac12E_x^{\rm unpol}[2n]$. The unpolarized LSDA prefactor $\tfrac34(3/\pi)^{1/3}$ is thereby multiplied by $\tfrac12\,2^{4/3}=2^{1/3}$. The orbital density is $a^{-3}\prod_i\mathrm{sinc}^2(x_i/a)$, so $\int n_i^{4/3}d^3r=a^{-4}a^3I^3$, and

$$E_x=-\frac34\left(\frac6\pi\right)^{1/3}\frac{I^3}{a}=-\frac{0.51458}{a},\qquad I=\int_{-\infty}^{\infty}|\mathrm{sinc}\,x|^{8/3}dx=0.82081 .$$

The two terms do not cancel:

$$U+E_x=\frac{c}{a},\qquad c=0.54130-0.51458=0.02672\ \text{hartree bohr}.$$

This is the error LSDA exchange makes for the lump as a one-electron density, for which exact exchange would equal $-U$. Because $c$ is a small difference, both parts were checked separately. A real-space evaluation of $U$ and a three-dimensional grid evaluation of $E_x$ agree with the formulas to much better than $c$.

Both terms scale as $1/a$, as does LSDA exchange per electron at density $a^{-3}$. The exchange-only correction is therefore a fixed fraction of exchange at every density, and enlarging the system does not remove it.

## The Fermi sphere

The unpolarized uniform gas fills, for each spin, a sphere of radius $k_F$. Inscribe a cube in it. Half the cube's diagonal equals $k_F$, so $\sqrt3\,q/2=k_F$ and $q=2k_F/\sqrt3$. The cube holds the fraction

$$f=\frac{(2/\sqrt3)^3}{4\pi/3}=\frac{2}{\pi\sqrt3}=0.3676$$

of the states. Localize these as above, with $a=2\pi/q=\sqrt3\,\pi/k_F$, and leave the rest as plane waves, whose correction per electron vanishes. The rotation acts only within the cube, so it is unitary on the whole occupied space. An explicit finite sphere of 179 states, 125 of them in the cube, confirms that the density stays uniform. The exchange-only result is

$$\frac{\Delta E_x}{N}=-f\,\frac ca=-\frac{2}{\pi\sqrt3}\,\frac{c\,k_F}{\sqrt3\,\pi}=-\frac{2c}{3\pi^2}k_F=-0.001805\,k_F .$$

LSDA exchange is $-3k_F/(4\pi)=-0.2387\,k_F$ per electron, which is exact for the uniform gas. The correction is thus an error of $8c/(9\pi)=0.76$ percent of it. At Wigner-Seitz radius $r_s=1$ bohr, $k_F=(9\pi/4)^{1/3}/r_s=1.919$ bohr$^{-1}$, and the error is $-0.0035$ hartree, or $-0.094$ eV, per electron.

One could reply that plane waves should simply be used for a uniform gas. The Perdew-Zunger energy, however, is normally minimized over the choice of orbitals. In the exchange-only case plane waves give zero and the set above gives a negative value, so the minimum lies at least $0.001805\,k_F$ per electron below the exact exchange-only result. This is a bound; a better localized set may lie lower still.

Correlation limits the argument. The correlation energy of each lump is negative, and subtracting it raises the total. With the PW92 form, the correction per electron for this orbital set is $-0.019$ hartree at $r_s=0.1$ bohr, but $+0.0032$ at $r_s=1$ and $+0.0023$ at $r_s=4$. It passes through zero near $r_s=0.32$ bohr, where two errors cancel by accident. Where it is positive, it is still a nonzero error for these orbitals, but plane waves then lie lower, and this set no longer shows what the minimum is. Where it is negative, as at the high densities computed here, the variational conclusion stands.

## Slowly varying density

A slowly varying density can be built from explicit orbitals. Set the transverse spacing to 1 bohr and let $X(x)$ be an increasing function with $X'=1+0.3\cos(2\pi x/\Lambda)$. Use the fully polarized orbitals

$$\sqrt{X'(x)}\;\mathrm{sinc}(X(x)-j)\;\mathrm{sinc}(y-l)\;\mathrm{sinc}(z-m),$$

with integer $j,l,m$. The substitution $x\to X$ shows that they are orthonormal. Since $\sum_j\mathrm{sinc}^2(X-j)=1$, their total density is $X'(x)$. This is a chosen occupied space, not a self-consistent ground state. It fills a box rather than a sphere in wavevector space, so LSDA is not exact for it: without modulation, exact exchange is $-0.8966$ hartree per electron against $-0.9305$ in LSDA. The model shows how the correction depends on the modulation length, not how far it spoils an exact limit.

For large $\Lambda$, an orbital centred where $X'=b$ is the earlier lump compressed by $b$ along $x$, with a self-energy $e(b)=U(b)+E_x(b)$. There are $X'dx$ such orbitals in $dx$ per unit transverse area, so the exchange-only correction per electron tends to

$$-\frac1\Lambda\int_0^\Lambda X'(x)\,e(X'(x))\,dx=-0.02517\ \text{hartree}.$$

Direct integration over the orbitals gives $-0.02506$ at $\Lambda=16$ bohr and $-0.02517$ at 128 bohr. Making the density smoother does not make the correction smaller. The total density varies on the scale $\Lambda$, while the orbital densities still vary on the scale of the electron spacing.

## Scaling by $\tau_W/\tau$

One remedy is a local weight that vanishes where the density is uniform and equals one for a single real orbital. For each spin define

$$\tau=\frac12\sum_i|\nabla\phi_i|^2,\qquad \tau_W=\frac{|\nabla n|^2}{8n},\qquad z=\frac{\tau_W}{\tau}.$$

Because $\nabla n=2\,\mathrm{Re}\sum_i\phi_i^*\nabla\phi_i$, the Cauchy-Schwarz inequality gives $|\nabla n|^2\le4n\sum_i|\nabla\phi_i|^2=8n\tau$, so $0\le z\le1$. Both $n$ and $\tau$ are unchanged by unitary rotations, so $z$ does not depend on how the orbitals are localized. The scaled correction is

$$\Delta E_{\rm sc}=-\sum_i\int z(\mathbf r)\,n_i(\mathbf r)\left(\tfrac12v_H[n_i]+\varepsilon_{xc}[n_i,0]\right)d^3r,$$

where $v_H[n_i]$ is the Hartree potential of the orbital density, $\varepsilon_{xc}$ is the LSDA energy per particle, and $z$ belongs to the spin of orbital $i$.

In a uniform gas $\nabla n=0$ while $\tau>0$. Then $z=0$ everywhere and $\Delta E_{\rm sc}=0$, whatever orbitals are used and with correlation included.

For the modulated density, differentiate the $x$ factor:

$$\frac{d}{dx}\left[\sqrt{X'}\,\mathrm{sinc}(X-j)\right]=\frac{X''}{2\sqrt{X'}}\,\mathrm{sinc}(X-j)+X'^{3/2}\,\mathrm{sinc}'(X-j).$$

Squaring and summing over $j$ needs three sums. The first is $\sum\mathrm{sinc}^2=1$. Its derivative gives $\sum\mathrm{sinc}\,\mathrm{sinc}'=0$. Parseval's theorem gives $\sum\mathrm{sinc}'^2=\frac1{2\pi}\int_{-\pi}^{\pi}\kappa^2d\kappa=\pi^2/3$. Each transverse direction adds $\frac12X'\pi^2/3$. Hence

$$\tau=\frac{X''^2}{8X'}+\frac{\pi^2}{6}\left(X'^3+2X'\right),\qquad \tau_W=\frac{X''^2}{8X'}.$$

Since $X''\propto1/\Lambda$, $z$ is of order $\Lambda^{-2}$, and so is the scaled correction, because the energy densities it multiplies have bounded integrals per orbital. From $\Lambda=64$ to 128 bohr the exchange-only scaled correction falls from $-2.89\times10^{-7}$ to $-7.23\times10^{-8}$ hartree per electron, a factor of 4.000. The unscaled value stays at $-0.0252$.

## What the scaling leaves behind

Second order in the gradient is not zero. For one spin of the isotropic gas, $n=k_F^3/(6\pi^2)$ and

$$\tau=\int_0^{k_F}\frac{k^2}{2}\,\frac{4\pi k^2dk}{(2\pi)^3}=\frac{k_F^5}{20\pi^2}=\frac{3}{10}k_F^2n .$$

With $s=|\nabla n|/(2k_Fn)$, $\tau_W=\tfrac12k_F^2s^2n$, so $z=\tfrac53s^2$ to leading order. Multiplying by the relative correction of 0.76 percent, the scaled term changes the $s^2$ coefficient of exchange, measured relative to LSDA exchange, by about $\tfrac53\times0.00756=0.013$. The gradient-expansion coefficient is $10/81=0.123$. The estimate belongs to the partly localized set used here; another set would give another number. Scaling leaves the LSDA term of the slowly varying limit untouched, but by this estimate, which is not computed from explicit slowly varying orbitals of the isotropic gas, it does not supply the correct next one with this set.

At the other extreme, a single real orbital has $\nabla n=2\phi\nabla\phi$, hence $\tau_W=\tau$ and $z=1$, and the full one-electron correction is kept. A complex orbital that carries current has extra kinetic energy that $\tau_W$ does not contain. For the hydrogen 2p orbital $\propto(x+iy)e^{-r/2}$, $z$ is 0.24 at $(0.8,0.5,0.3)$ bohr, although there is still one electron. The one-electron correction is then no longer exact: with exchange only the needed $-0.0109$ hartree becomes $-0.0080$, and with PW92 correlation the needed $+0.0016$ becomes $-0.0015$.

The numerical output below lists the main computed values.

## Computed values

```
Cube Wannier orbital, energies times a (hartree bohr)
  integral I of |sinc|^(8/3)         0.82081
  U*a, Fourier route                 0.54130
  U*a, real-space route              0.54129
  Ex*a, formula                      -0.51458
  Ex*a, libxc on 3D grid             -0.51403
  c = (U+Ex)*a                       0.02672
Finite sphere: states 179, in cube 125
Uniform unpolarized gas, exchange only
  cube side / kF                     1.15470
  fraction of states in cube         0.36755
  correction/(N kF) (hartree bohr)   -0.001805
  LSDA exchange/(N kF) (same unit)   -0.238732
  correction / LSDA exchange         0.756 percent
Correction per electron (hartree): rs (bohr), x only, with PW92
   0.01  -0.346389  -0.318676
   0.10  -0.034639  -0.018754
   1.00  -0.003464  0.003168
   4.00  -0.000866  0.002266
  x only at rs = 1 bohr: -0.0943 eV
  sign change with PW92 at rs =      0.324 bohr
Delocalized orbitals, density 1 bohr^-3, exchange only
  U*L of a uniform cube              0.94116 hartree bohr
  -Ex*L of a uniform cube            0.93053 hartree bohr
  N =    1000: correction/electron  -1.063e-03 hartree
  N = 1000000: correction/electron  -1.063e-04 hartree
Modulated density, mean 1 bohr^-3, amplitude 0.3, exchange only
  period (bohr), max z, PZ, scaled, local scaled (hartree/electron)
    16  4.126e-04  -0.025061  -4.630e-06  -4.627e-06
    32  1.032e-04  -0.025136  -1.157e-06  -1.157e-06
    64  2.580e-05  -0.025161  -2.892e-07  -2.893e-07
   128  6.450e-06  -0.025170  -7.232e-08  -7.231e-08
  local prediction for PZ            -0.025171 hartree
  scaled, period 64 over period 128  4.000
Estimated shift of s^2 coefficient   0.01260
  gradient-expansion value 10/81     0.12346
One electron: z real p orbital       1.000000
  z complex p orbital at same point  0.244407
```
